# Boltzmann sweep for current-in-plane magnetoresistance of layered metal films

## Form of the answer

A stack of flat metal layers has its normal along $z$ and a uniform electric field $E$ along $x$. Without a magnetic field or spin–orbit coupling, the stack is unchanged by rotations about $z$ and by reflections in vertical planes. To first order in $E$, the change $g$ of the electron distribution can then depend on the in-plane direction of motion only through $Eu_x$, where $\mathbf u$ is the unit vector along the velocity. For charge $q=-e$ and each spin $\sigma$,

$$g_\sigma=qE\,u_x\,\Lambda_\sigma(z,u_z)\left(-\frac{\partial f_0}{\partial\varepsilon}\right).$$

Since $qE$ times a length is an energy, $\Lambda$ is a length. The remaining scales are the Fermi wave vector $k_F$ and $e^2/\hbar$, so the sheet conductance is a number times $(e^2k_F^2/\hbar)$ times an area formed from thicknesses and mean free paths. The task is to find that area.

The model assumes:

- one spherical Fermi surface, shared by all layers and both spins;
- isotropic bulk scattering, with mean free path $\lambda_{i\sigma}$ in layer $i$;
- interfaces that transmit an electron undeflected with probability $T_\sigma$ and otherwise randomise its direction;
- fully diffuse outer surfaces;
- independent spin channels, and magnets that are parallel (P) or antiparallel (AP).

## Transport equation and current

In a steady state, with relaxation time $\tau$ and $\langle\cdot\rangle$ the average over directions,

$$v_z\frac{\partial g}{\partial z}+qEv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{g-\langle g\rangle}{\tau}.$$

Because $g\propto u_x$, its average over the azimuth is zero and the scattering-in term $\langle g\rangle$ vanishes. For the same reason there is no current along $z$ and no spin accumulation, so the spin-diffusion length does not enter. Insert the form of $g$, with $v_x=v_Fu_x$ and $\lambda=v_F\tau$, and divide by $qEv_Fu_x(-\partial f_0/\partial\varepsilon)$:

$$u_z\frac{\partial\Lambda}{\partial z}+\frac{\Lambda}{\lambda}=1.$$

Along a flight path of length $\ell$ this reads $d\Lambda/d\ell=1-\Lambda/\lambda$. The path grows at unit rate and is reset to zero with probability $d\ell/\lambda$. Thus $\Lambda$ is the mean path since the last randomising event.

The current density of one spin is

$$j_x=q\int\frac{d^3k}{(2\pi)^3}v_xg
=\frac{e^2Ek_F^2}{8\pi^3\hbar}\int d\Omega\,u_x^2\Lambda .$$

Here $d^3k=k^2dk\,d\Omega$ and $d\varepsilon=\hbar v_Fdk$ were used, with $k_BT\ll E_F$. Since $u_x^2=(1-u_z^2)\cos^2\varphi$, the azimuthal integral gives $\pi$. With $\mu=|u_z|$ and $\Lambda_\pm$ for motion towards $\pm z$,

$$\sigma_\sigma(z)=\frac{3c}{4}\int_0^1(1-\mu^2)(\Lambda_++\Lambda_-)\,d\mu,\qquad
c=\frac{e^2k_F^2}{6\pi^2\hbar}.$$

In bulk, $\Lambda_\pm=\lambda$ and $\int_0^1(1-\mu^2)d\mu=2/3$, so $\sigma_\sigma=c\lambda$.

## One layer and one interface

Let $s$ be the depth measured from the face through which the electron enters. The solution is

$$\Lambda(s)=\lambda+(\Lambda^{\rm in}-\lambda)e^{-s/(\lambda\mu)}.$$

Define $e_i=e^{-d_i/(\lambda_i\mu)}$ and $A_i=\lambda_i(1-e_i)$. The value leaving layer $i$, and the integral over its thickness $d_i$, are

$$\Lambda_i^{\rm out}=A_i+e_i\Lambda_i^{\rm in},\qquad
S_i=\lambda_id_i-\mu\lambda_iA_i+\mu A_i\Lambda_i^{\rm in}.$$

Electrons randomised at a boundary leave with no preferred azimuth and contribute nothing to $\Lambda$. Hence $\Lambda^{\rm in}=0$ at an outer surface and $\Lambda^{\rm in}_{i+1}=T_i\Lambda^{\rm out}_i$ at interface $i$. No reflected beam couples the two directions, so one explicit pass suffices:

```
area = 0
for spin in (up, down):              # fixed laboratory axis
  for direction in (forward, backward):
    for each angular node mu, weight w:
      L = 0;  S = 0
      for layers in order of travel:
        if not first layer: L = T[interface crossed] * L
        x   = d / (lam*mu);  phi = (1 - exp(-x)) / x
        S   = S + d*(lam*(1 - phi) + L*phi)
        L   = lam + (L - lam)*exp(-x)
      area = area + 0.75*w*(1 - mu^2)*S
G = c * area
```

The line for `S` is $S_i$ rewritten with $\mu A_i=d_i\phi$. Run it for P and AP; the magnetoresistance is $(R_{AP}-R_P)/R_P=(G_P-G_{AP})/G_{AP}$.

Repeated substitution gives

$$\Lambda_i^{\rm in}=\sum_{j<i}A_j\prod_{k=j}^{i-1}T_k\prod_{j<k<i}e_k .$$

Each pair of layers therefore contributes $\mu A_iA_j$ times the transmissions and decay factors between them. This is symmetric in $i$ and $j$, so the forward and backward totals are equal, and one direction may be run and doubled. The local profile $\sigma(z)$ still needs both.

## The single-film limit

If all layers have the same $\lambda$ and $T=1$, $\Lambda$ is continuous and the stack is one film of thickness $D$. Divide its conductance by $c\lambda D$ and set $\kappa=D/\lambda$:

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu .$$

The part without the exponential integrates to $1/4$. For the rest use $E_n(\kappa)=\int_0^1\mu^{n-2}e^{-\kappa/\mu}d\mu$:

$$\frac{\sigma}{\sigma_0}=1-\frac{3}{8\kappa}+\frac{3}{2\kappa}\,[E_3(\kappa)-E_5(\kappa)],$$

which is the Fuchs–Sondheimer result for diffuse surfaces. For $\kappa\gg1$ the exponential integrals are exponentially small, leaving $1-3/(8\kappa)$.

For $\kappa\ll1$, start from $E_1=-\gamma-\ln\kappa+O(\kappa)$, with $\gamma$ Euler's constant, and apply $nE_{n+1}=e^{-\kappa}-\kappa E_n$ repeatedly:

$$E_3=\tfrac12-\kappa+\tfrac{\kappa^2}{2}\left(\tfrac32-\gamma-\ln\kappa\right)+O(\kappa^3),\qquad
E_5=\tfrac14-\tfrac{\kappa}{3}+\tfrac{\kappa^2}{4}+O(\kappa^3).$$

In the difference, the $1/4$ cancels $-3/(8\kappa)$ and the $-2\kappa/3$ cancels the leading 1. What remains is

$$\frac{\sigma}{\sigma_0}=\frac{3\kappa}{4}\left[\ln\frac1\kappa+1-\gamma\right]+O(\kappa^2).$$

The logarithm comes from grazing electrons, which travel far before meeting a surface.

Films with $\kappa$ = 0.05, 0.3, 1, 4 and 20, each cut into three layers, were swept and compared with the exponential-integral formula. The largest relative difference was $8\times10^{-15}$. For a uniform copper film with $D=8.5$ nm and $\lambda=20$ nm, $\kappa=0.425$ and both routes give 0.4838. The thick-film law would give 0.12 and the leading thin-film law 0.41, so neither limit replaces the full formula here.

The opposite limit, $T=0$ at every interface, removes all pair terms. The stack becomes a set of separate films in parallel, and the magnetoresistance is zero.

## What the magnets contribute

Consider magnet 1, a spacer $N$ with spin-independent $\lambda_N$, and magnet 2. Each interface transmission is set by the adjoining magnet. Let ↑ and ↓ denote each magnet's own majority and minority spins, and define

$$a_{j\sigma}=T_{j\sigma}\lambda_{j\sigma}\left[1-e^{-d_j/(\lambda_{j\sigma}\mu)}\right].$$

Single-layer terms and magnet–spacer pairs involve at most one magnet. Reversing magnet 2 merely exchanges its two spin terms, so these sums cancel in $G_P-G_{AP}$. The magnet–magnet term is $\mu e_Na_1a_2$, with

$$a_{1\uparrow}a_{2\uparrow}+a_{1\downarrow}a_{2\downarrow}-a_{1\uparrow}a_{2\downarrow}-a_{1\downarrow}a_{2\uparrow}
=(a_{1\uparrow}-a_{1\downarrow})(a_{2\uparrow}-a_{2\downarrow}).$$

Two directions times the factor $3/4$ give $3/2$:

$$G_P-G_{AP}=\frac{3c}{2}\int_0^1\mu(1-\mu^2)\,e^{-d_N/(\lambda_N\mu)}(a_{1\uparrow}-a_{1\downarrow})(a_{2\uparrow}-a_{2\downarrow})\,d\mu .$$

For identical magnets the integrand contains a square, so within this model the difference cannot be negative. If the second magnet favours its minority electrons, the sign reverses. Since $\mu\le1$, thickening the spacer by $\Delta d$ reduces the difference for identical magnets at least by the factor $e^{-\Delta d/\lambda_N}$.

## Worked spin valve

The spacer is 2.5 nm of fcc copper with $\lambda=20$ nm. Each magnet is 3 nm of a generic 3d ferromagnet with $\lambda=10$ nm (majority) and 1 nm (minority), and $T=0.95$ and 0.50. These are rough values for sputtered films at room temperature. One free electron per copper atom gives $k_F=13.6$ nm$^{-1}$ and $c=0.761$ mS/nm².

Take $\mu=0.5$, majority spin, P state:

- Leaving magnet 1: $10(1-e^{-0.6})=4.51$ nm. After the interface: $0.95\times4.512=4.29$ nm.
- Leaving copper: $20+(4.286-20)\times0.7788=7.76$ nm. After the interface: 7.37 nm.
- Leaving magnet 2: $10+(7.374-10)e^{-0.6}=8.56$ nm.

The layer integrals are 7.4, 15.2 and 24.1 nm², together 46.8 nm². The minority total is 13.1 nm². At this angle $a_\uparrow=4.286$ nm and $a_\downarrow=0.499$ nm, so the integrand of the closed form is

$$0.5\times0.75\times0.7788\times(3.787)^2=4.19\ \text{nm}^2 .$$

After integration over angle, the P state has 47.4 mS in the majority channel and 14.7 mS in the minority channel. The totals are $G_P=62.1$ mS and $G_{AP}=58.8$ mS, or 16.1 and 17.0 Ω per square. Hence

$$\frac{G_P-G_{AP}}{G_{AP}}=\frac{3.358}{58.77}=5.7\,\%.$$

A direct upwind discretisation of the transport equation, extrapolated from 200 and 400 cells per layer, also gives a difference of 3.358 mS.

With everything else fixed, a 5 nm spacer lowers $G_P-G_{AP}$ to 2.32 mS and the magnetoresistance to 2.2 %. The ratio falls faster than the difference because the thicker copper also raises $G_{AP}$, to about 106 mS. From 20 to 40 nm the difference falls by a factor 0.18, below the bound $e^{-1}=0.37$.

Bulk asymmetry alone, with both transmissions set to 0.725, gives 2.8 %. Interface asymmetry alone, with both magnet mean free paths set to 5.5 nm, gives 0.9 %. Their sum is below 5.7 % because the two asymmetries reinforce each other inside a square. With $A$ the magnet's $\lambda(1-e^{-d/(\lambda\mu)})$ and bars for spin means,

$$a_\uparrow-a_\downarrow=\bar T(A_\uparrow-A_\downarrow)+\bar A(T_\uparrow-T_\downarrow).$$

At $\mu=0.5$ the two parts are 2.55 and 1.24 nm. Their squares sum to 8.0 nm², while the square of their sum is 14.3 nm². The interface-only run corresponds to the second part only roughly, because $A$ at the mean $\lambda$ differs from $\bar A$.

Replacing the second magnet by a 2 nm layer with majority and minority values $\lambda=1.5$ and 9 nm, $T=0.60$ and 0.90, gives −3.6 %. Here $a_{2\uparrow}<a_{2\downarrow}$ at every angle, because $\lambda(1-e^{-d/(\lambda\mu)})$ increases with $\lambda$.

## Cost, stability and failure modes

With $N$ layers and $M$ angular nodes, a sweep needs $O(NM)$ operations per spin and direction. The update of $\Lambda$ is a weighted mean of $\lambda$ and the incoming value, so $0\le\Lambda\le\max\lambda$ and an incoming error is multiplied by $T_ie_i\le1$.

Four points need care.

1. **Grazing angles.** The integrand varies rapidly near $\mu\sim d/\lambda$ in thin layers. Setting $\mu=t^2$ with Gauss–Legendre nodes in $t$ concentrates points there; 200 nodes were used for the sweeps and the closed form above. Avoid a node at $\mu=0$.
2. **Cancellation.** For small $x=d/(\lambda\mu)$, $1-\phi\approx x/2$ is a difference of nearly equal numbers, with relative rounding error of order $\epsilon/x^2$ when $\phi$ is computed as in the listing, $\epsilon$ being the machine precision. Use the series $1-\phi=x/2-x^2/6+\dots$ when $x$ is very small.
3. **Spin labels.** The sweep follows a fixed laboratory spin. In the AP state, exchange both $\lambda$ and $T$ of the reversed magnet.
4. **Angle-dependent transmission.** If $T(\mu)$ jumps, split the angular integral at the jump.

## Specular reflection

Let interfaces also reflect specularly with probability $R_i\le1-T_i$, and let outer surfaces have specularity $p$. Write $U_i$ and $V_i$ for the values entering layer $i$ on upward and downward flights. The matching becomes

$$U_i=T_{i-1}(A_{i-1}+e_{i-1}U_{i-1})+R_{i-1}(A_i+e_iV_i),$$
$$V_i=T_i(A_{i+1}+e_{i+1}V_{i+1})+R_i(A_i+e_iU_i),$$

with $U_1=p(A_1+e_1V_1)$ and $V_N=p(A_N+e_NU_N)$. This is a system of $2N$ equations per angle. A dense solution costs $O(N^3)$; since only neighbouring layers couple, a banded one costs $O(N)$. In each row the magnitudes of the off-diagonal coefficients sum to less than the diagonal 1, because every $e_i<1$, so the matrix is invertible. It approaches singularity when layers are much thinner than $\lambda\mu$ and almost nothing is randomised at the boundaries.

As a test, take one spin in layers of 3, 2.5 and 4 nm with $\lambda=10$, 20 and 1 nm, $T=0.9$ and 0.4, $R=0.05$ and 0.45, and $p=0.3$. The linear system gives an area of 49.98 nm². Following 400,000 random flights to their first randomising event gives $50.03\pm0.14$ nm² (one standard error).

## How far the example can be trusted

The copper resistivity implied by the parameters is 3.3 µΩ cm, roughly twice that of good bulk copper at room temperature and reasonable for a thin sputtered film. A magnetoresistance of several per cent is the right size for simple metallic spin valves. However, the spin-dependent $\lambda$ and $T$ are effective parameters, and real devices also contain seed, pinning and cap layers, which can shunt current. The shared Fermi surface is also a serious simplification, since band mismatch can reflect electrons specularly. If half of each interface loss is made specular, the magnetoresistance drops from 5.7 to 1.8 %, and it nearly vanishes if all of the loss is specular.

A band step acts differently. A step of 1 eV, a rough value, totally reflects electrons whose normal energy $E_F\mu^2$ is below it. With $E_F=7.05$ eV this means $\mu<0.38$. Applying this to minority electrons on both sides of each interface, with the Fermi sphere otherwise unchanged, gives about 7 %. A real step reflects totally only from the side with the larger kinetic energy; reflecting on the copper side alone gives the same value. Specular reflection can therefore shift the result either way. How complete the reflection is matters. With no transmission for these grazing minority electrons, $R=0$, 0.5 and 1 give 6.3, 2.9 and 6.8 %, and $T=0.25$ with $R=0.75$ gives 3.4 %. Under total reflection the grazing minority electrons of the P state are confined to the copper between two reflecting faces and reach $\Lambda=\lambda_N$, whereas in the AP state each spin meets only one such face.

Other changes, each made alone:

- Outer specularity $p=0.2$ gives 7.5 %.
- Spin mixing that conserves momentum adds $(\Lambda_\sigma-\Lambda_{-\sigma})/\lambda_m$ to the left side of the transport equation in the magnets. A chosen $\lambda_m=50$ nm gives 5.2 %.
- Hard-wall quantisation leaves 36 subbands and removes about 2 % of the carriers at fixed $E_F$.
- At 300 K, $k_BT/E_F=0.004$. In a field of 1.8 T the orbit radius is about 5 µm, far above every $\lambda$ used.

Among the changes for which a magnetoresistance was computed, those in specular scattering have the largest effect at the values tried. A spin-mixing length shorter than 50 nm would lower the result further. The model value is best read as "a few per cent, provided a good part of the interface loss is diffuse", although the numerical solution of the stated equations is much more precise. The main values are in the numerical output.

## Values computed for the example and the checks

```
Cu lattice constant (rough)      0.361 nm
Fermi wave vector kF             13.60 1/nm
Fermi energy                     7.05 eV
prefactor c per spin             0.7607 mS/nm^2
spacer thickness, mfp            2.5, 20.0 nm
spacer bulk resistivity          3.29 uOhm cm
magnet thickness                 3.0 nm
magnet mfp major, minor          10.0, 1.0 nm
transmission major, minor        0.95, 0.50
uniform Cu film: D, kappa        8.5 nm, 0.425
  ratio sigma/sigma0, sweep      0.483823
  ratio sigma/sigma0, formula    0.483823
largest film-limit rel. error    8.1e-15
mu=0.5 major, P: L leaving layers 4.512, 7.762, 8.559 nm
  z-integral of L, one direction 46.758 nm^2
mu=0.5 minor, P: L leaving layers 0.998, 4.812, 1.003 nm
  z-integral of L, one direction 13.066 nm^2
mu=0.5 amplitude a major, minor  4.286, 0.499 nm
mu=0.5 spacer factor             0.7788
P conductance, major spin        47.439 mS
P conductance, minor spin        14.685 mS
sheet conductance P, AP          62.124, 58.766 mS
sheet resistance P, AP           16.097, 17.017 Ohm
G_P - G_AP, closed form          3.3584 mS
G_P - G_AP, finite differences   3.3584 mS
magnetoresistance                5.71 %
spacer  2.5 nm: dG, MR          3.3584 mS, 5.71 %
spacer  5.0 nm: dG, MR          2.3203 mS, 2.18 %
spacer 10.0 nm: dG, MR          1.2451 mS, 0.56 %
spacer 20.0 nm: dG, MR          0.4445 mS, 0.09 %
spacer 40.0 nm: dG, MR          0.0807 mS, 0.01 %
MR, bulk asymmetry only (T=0.725) 2.81 %
MR, interface asymmetry only (mfp=5.5 nm) 0.86 %
unlike second magnet: d, mfp, mfp 2.0, 1.5, 9.0 nm
  its T major, minor             0.60, 0.90
  its magnetoresistance          -3.61 %
trajectory test: flights, solver 50.03 +- 0.14, 49.98 nm^2
MR, outer specularity 0.2        7.53 %
MR, half of losses specular      1.78 %
band step, critical cosine       1.0 eV, 0.377
MR, grazing minority reflected   6.8 %
MR, spin-mixing length 50 nm     5.17 %
  as a mixing resistivity        2.63 uOhm cm
subbands in the film             36
carrier loss by hard-wall levels 2.04 %
kT/EF at 300 K                  0.00367
orbit radius at 1.8 T            4974 nm
```
